# Wavelength and Diffraction-Limited Spot Radius of a 1 keV Electron Beam: a program that tests the result

```python
# Result under test: an electron of kinetic energy T has wavelength
#   lambda = h c / sqrt(T^2 + 2 T m c^2),
# and an ideal, uniformly filled cone of semi-angle alpha focuses it to a spot
# whose first dark ring has radius r1 = x1 lambda / (2 pi sin(alpha)).
# x1 is the first zero of F(x) = sum_m (-1)^m y^m / (m! (m+1)!), y = x^2/4.
# Energies are in keV, lengths in pm, angles in rad unless labelled otherwise.
from math import factorial, pi, sin, sqrt
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

kinetic = 1.0
semi_angle = 0.010
keV = 1e3 * const.e
rest = const.m_e * const.c**2 / keV
hc = const.h * const.c / keV * 1e12

# Wavelength from the energy-momentum relation
pc = sqrt(kinetic**2 + 2 * kinetic * rest)
wavelength = hc / pc
pc_nonrel = sqrt(2 * kinetic * rest)
wavelength_nonrel = hc / pc_nonrel

# Independent check: work done = integral of velocity over momentum
work = quad(lambda q: q / sqrt(q**2 + rest**2), 0, pc, epsabs=1e-12)[0]
assert abs(work - kinetic) < 1e-9


def series_term(m, x):
    return (-1)**m * (x**2 / 4)**m / (factorial(m) * factorial(m + 1))


def series(x):
    return sum(series_term(m, x) for m in range(25))


x_zero = brentq(series, 3.0, 4.0, xtol=1e-13)
x_half = brentq(lambda x: series(x)**2 - 0.5, 0.5, 3.0, xtol=1e-13)


def radius(x, angle):
    return x * wavelength / (2 * pi * sin(angle))


# Direct sum of plane waves over the solid angle of the cone
nodes, weights = np.polynomial.legendre.leggauss(40)
azimuth = 2 * pi * np.arange(64) / 64


def cone_amplitude(r, angle):
    theta = 0.5 * angle * (nodes + 1)
    solid = weights * np.sin(theta)
    phase = 2 * pi / wavelength * r * np.outer(np.sin(theta), np.cos(azimuth))
    return float(solid @ np.cos(phase).mean(axis=1) / solid.sum())


def first_dark_radius(angle):
    step = 20.0
    r = 0.0
    while cone_amplitude(r + step, angle) > 0:
        r += step
        assert r < 20000
    return brentq(cone_amplitude, r, r + step, args=(angle,), xtol=1e-9)


# Solid-angle weighting differs from a uniform transverse disc by alpha^2/2,
# i.e. 5e-5 at 10 mrad, which sets the tolerances below.
r_direct = first_dark_radius(semi_angle)
r_formula = radius(x_zero, semi_angle)
assert abs(r_direct / r_formula - 1) < 5e-5

r_direct_full = first_dark_radius(semi_angle / 2)
r_formula_full = radius(x_zero, semi_angle / 2)
assert abs(r_direct_full / r_formula_full - 1) < 5e-5

r_half_direct = brentq(
    lambda r: cone_amplitude(r, semi_angle)**2 - 0.5, 0.0, r_direct)
r_half = radius(x_half, semi_angle)
assert abs(r_half_direct / r_half - 1) < 5e-5

for x in np.linspace(0.0, 8.0, 33):
    assert abs(cone_amplitude(radius(x, semi_angle), semi_angle)
               - series(x)) < 5e-5


# Lower bound on the fall of F with y, which excludes an earlier zero
def slope_bound(y):
    return 1 / 2 - y / 6 + y**2 / 48 - y**3 / 720


def direct_in_y(y):
    return cone_amplitude(radius(2 * sqrt(y), semi_angle), semi_angle)


dy = 1e-3
for y in np.linspace(0.05, 4.0, 80):
    fall = -(direct_in_y(y + dy) - direct_in_y(y - dy)) / (2 * dy)
    assert fall > slope_bound(y) - 1e-4
    assert slope_bound(y) >= slope_bound(4.0) - 1e-12
assert slope_bound(4.0) > 0
assert series(3.83) > 0 > series(3.84)

# The rounded values claimed in the exercise
assert abs(wavelength - 39) < 0.5
assert abs(r_direct / 1000 - 2.4) < 0.05

print(f"kinetic energy T = {kinetic:.3f} keV")
print(f"convergence semi-angle = {1e3 * semi_angle:.1f} mrad")
print(f"electron rest energy mc^2 = {rest:.3f} keV")
print(f"hc = {hc:.2f} keV pm")
print(f"pc, relativistic = {pc:.4f} keV")
print(f"pc, nonrelativistic = {pc_nonrel:.4f} keV")
print(f"wavelength, relativistic = {wavelength:.3f} pm")
print(f"wavelength, nonrelativistic = {wavelength_nonrel:.3f} pm")
excess = 100 * (wavelength_nonrel / wavelength - 1)
print(f"nonrelativistic excess = {excess:.3f} percent")
print(f"kinetic energy from work integral = {work:.9f} keV")
print(f"y at x = 3.83: {3.83**2 / 4:.6f} (no unit)")
for m in range(9):
    print(f"series term m={m} at x=3.83: {series_term(m, 3.83):+.6f} (no unit)")
print(f"F(3.83) = {series(3.83):+.6f} (no unit)")
print(f"F(3.84) = {series(3.84):+.6f} (no unit)")
print(f"slope bound at y=4: {slope_bound(4.0):.4f} (no unit)")
print(f"first zero x1 = {x_zero:.5f} (no unit)")
print(f"x1/(2 pi) = {x_zero / (2 * pi):.5f} (no unit)")
print(f"sin(alpha) = {sin(semi_angle):.8f} (no unit)")
print(f"dark-ring radius, formula = {r_formula / 1000:.4f} nm")
print(f"dark-ring radius, plane-wave sum = {r_direct / 1000:.4f} nm")
print(f"half-maximum x = {x_half:.4f} (no unit)")
print(f"half-maximum radius, formula = {r_half / 1000:.4f} nm")
print(f"half-maximum radius, plane-wave sum = {r_half_direct / 1000:.4f} nm")
print(f"dark-ring radius if 10 mrad is full angle = "
      f"{r_formula_full / 1000:.4f} nm")
print("all tests passed")
```

It prints:

```
kinetic energy T = 1.000 keV
convergence semi-angle = 10.0 mrad
electron rest energy mc^2 = 510.999 keV
hc = 1239.84 keV pm
pc, relativistic = 31.9843 keV
pc, nonrelativistic = 31.9687 keV
wavelength, relativistic = 38.764 pm
wavelength, nonrelativistic = 38.783 pm
nonrelativistic excess = 0.049 percent
kinetic energy from work integral = 1.000000000 keV
y at x = 3.83: 3.667225 (no unit)
series term m=0 at x=3.83: +1.000000 (no unit)
series term m=1 at x=3.83: -1.833613 (no unit)
series term m=2 at x=3.83: +1.120712 (no unit)
series term m=3 at x=3.83: -0.342492 (no unit)
series term m=4 at x=3.83: +0.062800 (no unit)
series term m=5 at x=3.83: -0.007677 (no unit)
series term m=6 at x=3.83: +0.000670 (no unit)
series term m=7 at x=3.83: -0.000044 (no unit)
series term m=8 at x=3.83: +0.000002 (no unit)
F(3.83) = +0.000359 (no unit)
F(3.84) = -0.001738 (no unit)
slope bound at y=4: 0.0778 (no unit)
first zero x1 = 3.83171 (no unit)
x1/(2 pi) = 0.60983 (no unit)
sin(alpha) = 0.00999983 (no unit)
dark-ring radius, formula = 2.3640 nm
dark-ring radius, plane-wave sum = 2.3640 nm
half-maximum x = 1.6163 (no unit)
half-maximum radius, formula = 0.9972 nm
half-maximum radius, plane-wave sum = 0.9972 nm
dark-ring radius if 10 mrad is full angle = 4.7280 nm
all tests passed
```
